# Escaping Flickering Basins in Kinetic Monte Carlo with Absorbing Markov Chains

A defect in an alloy can sit in a small group of configurations separated by low barriers, while every way out of the group lies over a higher one. Kinetic Monte Carlo then follows the defect back and forth among the same few states. Each jump is legitimate and advances the clock a little, but almost none changes anything of interest. The question is how to replace the whole episode by one step without altering where the defect leaves or how long it stays on average.

## What direct simulation spends its effort on

Take a model defect with four states on a ring. The energies of states 1 to 4 are 0, 0.05, 0.02 and 0.08 eV. The saddles 1–2, 2–3, 3–4 and 4–1 lie at 0.20, 0.22, 0.25 and 0.30 eV on the same scale. Exit A leaves state 1 over a saddle at 0.54 eV, B leaves state 3 at 0.50 eV, and C leaves state 4 at 0.52 eV. A jump from $i$ over a saddle of energy $E^\ddagger$ has rate

$$k=\nu\,e^{-(E^\ddagger-E_i)/k_BT},\qquad \nu=10^{13}\ \mathrm{s^{-1}}.$$

The defect enters in state 4. At 400 K it jumps from 4 to 3 at $7.213\times10^{10}\ \mathrm{s^{-1}}$ but leaves through C at only $2.859\times10^{7}\ \mathrm{s^{-1}}$. The mean number of jumps per escape, derived below, is about 11 900.

A tempting shortcut assumes that the basin equilibrates before the defect leaves. With Boltzmann weights $\pi_j$ normalized within the basin, the escape rate would be the $\pi$-weighted average. This forgets the entry state, although a defect that has just arrived beside an exit may leave at once. The shortcut needs an error estimate, and a better scheme should not need the assumption at all.

## Counting visits instead of following them

Let $T$ be the set of basin states, called transient. States outside $T$ reachable in one jump are treated as absorbing: the calculation stops there, though the simulation later continues. Write $k_{ij}$ for the rate from $i$ to $j$ within $T$, with $k_{ii}=0$, and $r_{ia}$ for the rate from $i$ to outside state $a$. Define

$$w_i=\sum_a r_{ia},\quad K_i=\sum_{j\in T}k_{ij}+w_i,\quad Q_{ij}=\frac{k_{ij}}{K_i},\quad R_{ia}=\frac{r_{ia}}{K_i}.$$

$Q$ and $R$ are the probabilities of the next jump. A "state" is a configuration of the whole simulated system, so if another defect can hop meanwhile, that hop is also an exit unless its result is included in $T$.

The probability of being in $j$ after $m$ jumps, without having left, is $[Q^m]_{ij}$. Summing over $m$ gives the mean number of visits to $j$, including the initial one:

$$N=\sum_{m=0}^{\infty}Q^m .$$

Assume that $T$ is finite and every state in it can reach an exit. Then there are a number $n$ and a probability $p>0$ such that, from any state, the defect leaves within $n$ jumps with probability at least $p$. Survival through $ln$ jumps has probability at most $(1-p)^l$, so $Q^m\to0$ geometrically and the sum converges. Since

$$(I-Q)\sum_{m=0}^{L}Q^m=I-Q^{L+1}\to I,$$

we obtain the fundamental matrix $N=(I-Q)^{-1}$. If some subset of $T$ had no way out, the inverse would not exist, in keeping with an infinite stay. Rounding can hide this, and a numerical routine may still return a matrix, so the exits must be checked separately.

Every visit ends with one jump, so the mean number of jumps, including the exit jump, is $\sum_jN_{ij}$. Every visit to $j$ lasts $1/K_j$ on average, whichever jump ends it. The mean residence times and mean exit time are therefore

$$\theta_{ij}=\frac{N_{ij}}{K_j},\qquad \tau_i=\sum_j\frac{N_{ij}}{K_j}.$$

For the exit probabilities $B_{ia}$, consider the first jump. It either goes directly to $a$ or goes to another basin state, from which the problem starts afresh:

$$B=R+QB\quad\Rightarrow\quad (I-Q)B=R\quad\Rightarrow\quad B=NR.$$

Written out, $B_{ia}=\sum_jN_{ij}r_{ja}/K_j=\sum_j\theta_{ij}r_{ja}$: residence time multiplied by escape rate. Probability is conserved because $Q\mathbf 1+R\mathbf 1=\mathbf 1$, hence $R\mathbf 1=(I-Q)\mathbf 1$ and $B\mathbf 1=\mathbf 1$.

No equilibrium and no separation of rates entered. Any finite $T$ with accessible exits gives correct exit probabilities and mean exit times; for these, a poor choice costs efficiency, not accuracy.

At 400 K, entry in state 4 gives residences of 106.43, 24.95, 59.58 and 10.46 ns in states 1 to 4. Their sum is $\tau_4=201.4$ ns. The exit probabilities follow by multiplication:

$$\begin{aligned}
B_{4A}&=(106.43\times10^{-9})(1.571\times10^{6})=0.167,\\
B_{4B}&=(59.58\times10^{-9})(8.959\times10^{6})=0.534,\\
B_{4C}&=(10.46\times10^{-9})(2.859\times10^{7})=0.299.
\end{aligned}$$

One small linear solve replaces about 11 900 jumps.

## When the equilibrium shortcut is good

Suppose the internal rates obey detailed balance, $\pi_ik_{ij}=\pi_jk_{ji}$, and connect the whole basin. Define

$$M=\mathrm{diag}(K)(I-Q),\qquad M_{ij}=K_i\delta_{ij}-k_{ij}.$$

Inverting the product reverses its order, so $M^{-1}=N\,\mathrm{diag}(1/K)=\theta$. Thus $\tau=M^{-1}\mathbf 1$ and $B=M^{-1}r$. Multiply $M$ from the left by $\pi$:

$$\sum_i\pi_iM_{ij}=\pi_jK_j-\sum_i\pi_ik_{ij}
=\pi_j\Big(K_j-\sum_i k_{ji}\Big)=\pi_jw_j .$$

Applying this row to $\tau$, and using $M\tau=\mathbf 1$ and $\sum_i\pi_i=1$, gives

$$\sum_j\pi_jw_j\tau_j=1.$$

Let $\bar w=\sum_j\pi_jw_j$. The shortcut's time $1/\bar w$ is thus the average of the true $\tau_j$ weighted by the equilibrium escape fluxes $\pi_jw_j$. Its error for a particular entry comes from the spread among the $\tau_j$.

To bound that spread, let $h$ be the largest mean time to reach one basin state from another when all exits are closed. Starting from $i$, wait until the defect reaches $m$ or leaves. Opening exits can only end this wait earlier, so $\tau_i\le h+\tau_m$. Exchanging $i$ and $m$ gives $|\tau_i-\tau_m|\le h$. Now multiply all escape rates by $\varepsilon$, keeping internal rates fixed. The average becomes $1/(\varepsilon\bar w)$ while $h$ does not change:

$$\tau_i=\frac1{\varepsilon\bar w}+O(1),$$

a relative correction of order $\varepsilon$.

The same row applied to $B$ gives $\sum_j\pi_jw_jB_{ja}=\sum_j\pi_jr_{ja}$. Two entries $i$ and $m$ can differ in $B$ by at most the probability of leaving from $i$ before reaching $m$. That is at most $\varepsilon h\max_jw_j$, so

$$B_{ia}=\frac{\sum_j\pi_jr_{ja}}{\bar w}+O(\varepsilon).$$

With the rate law used here, $\pi_jr_{ja}\propto e^{-E^\ddagger_a/k_BT}$. In this limit the relative exit probabilities depend on exit saddle energies, not on the energies of the wells behind them.

At 400 K the equilibrium weights of states 1, 3 and 4 are 0.5284, 0.2958 and 0.0519. The escape fluxes are

$$0.5284(1.571\times10^6)+0.2958(8.959\times10^6)+0.0519(2.859\times10^7)
=4.964\times10^6\ \mathrm{s^{-1}},$$

or 201.45 ns, within 0.02% of the exact mean for entry 4, 201.41 ns.

At 1200 K the ratio of escape to internal rates is larger, and an escape takes 41.4 jumps on average. Entry 4 gives $\tau_4=14.36$ ps and exit probabilities 0.263, 0.388 and 0.349. The shortcut gives 14.59 ps and 0.271, 0.399 and 0.329. It overestimates the time by 1.6% of the exact value and underestimates exit C by about 6% of its exact probability. The defect starts beside C, whose rate $1.42\times10^{11}\ \mathrm{s^{-1}}$ is about twice $\bar w=6.85\times10^{10}\ \mathrm{s^{-1}}$, and sometimes leaves before mixing. Starting beside an exit does not by itself shorten the stay. From state 1, whose exit rate $5.40\times10^{10}\ \mathrm{s^{-1}}$ is below $\bar w$, exit A is favoured (0.294 against 0.271), but the mean time is 14.91 ps, longer than the shortcut's.

The hot case tests the mathematics, not rate theory: the rate from 2 to 1 is $0.234\nu$, a barrier of only $-\ln0.234=1.45\,k_BT$, too low to trust a picture of well-separated jumps. Reducing all its escape rates by 100 and by 1000 leaves relative deviations in $\tau_4$ of $1.61\times10^{-4}$ and $1.61\times10^{-5}$. The tenfold fall agrees with the derived order.

## The mean is not the whole clock

It is now tempting to add $\tau_i$ to the clock and draw the exit from $B_{ia}$. This preserves the exit probabilities and the mean time, but it removes fluctuations and any relation between time and exit. To see what is lost, let $P_{ij}(t)$ be the probability of being in $j$ at time $t$ without having left. Gain from other states and loss from $j$ give

$$\frac{dP_{ij}}{dt}=\sum_lP_{il}k_{lj}-P_{ij}K_j=-[PM]_{ij},
\qquad P(t)=e^{-Mt}.$$

Survival and the probability density of leaving through $a$ at time $t$ are

$$S_i(t)=[e^{-Mt}\mathbf 1]_i,\qquad f_{ia}(t)=[e^{-Mt}r_a]_i,$$

where $r_a$ is the column of rates into $a$. Since escape is certain, $e^{-Mt}\to0$, and

$$\int_0^\infty e^{-Mt}dt=M^{-1},\qquad
\int_0^\infty t\,e^{-Mt}dt=M^{-2}.$$

The second follows from the first by parts, with vanishing boundary terms. Integrating $S$ and $f$ recovers $\tau$ and $B$. The exit-time density is $-dS/dt$, so one integration by parts gives

$$E_i[\mathcal T^2]=\int_0^\infty t^2\left(-\frac{dS_i}{dt}\right)dt
=2\int_0^\infty tS_i\,dt=2[M^{-2}\mathbf 1]_i .$$

Here $\mathcal T$ is the random exit time. Its mean for a known exit is

$$E_i[\mathcal T\,|\,a]=\frac{[M^{-2}r_a]_i}{B_{ia}}
=\sum_j\theta_{ij}\frac{B_{ja}}{B_{ia}},$$

because $M^{-2}r_a=M^{-1}B_a$. This explains one feature of the hot basin. Exit C can be taken from state 4 alone, so a defect in another state must first reach 4, and $B_{jC}\le B_{4C}$. For entry 4 every ratio in the sum is at most one, hence $E_4[\mathcal T|C]\le\tau_4$. The values are 15.14, 14.75 and 13.35 ps for A, B and C, against an overall mean of 14.36 ps.

In the fast-mixing limit the distinction fades: for every accessible exit $B_{ja}/B_{ia}=1+O(\varepsilon)$, so $E_i[\mathcal T\,|\,a]=\tau_i[1+O(\varepsilon)]$. All $\tau_j$ equal a common $\bar\tau$ up to a relative $O(\varepsilon)$. Since $M^{-1}$ has nonnegative entries, repeated application gives $M^{-n}\mathbf 1=\bar\tau^n[1+O(\varepsilon)]\mathbf 1$ for each fixed $n$. Repeating the integration by parts gives $E[\mathcal T^n]=n!\,M^{-n}\mathbf 1$, so the moments approach $n!\,\bar\tau^n$, those of an exponential law, which they determine. The variance divided by the squared mean is 1.0008 at 400 K and 1.052 at 1200 K; an exponential has 1.

When the time law matters, it can be sampled directly. Detailed balance makes

$$H_{ij}=\sqrt{\pi_i}\,M_{ij}/\sqrt{\pi_j}$$

symmetric: its off-diagonal part is $-\pi_ik_{ij}/\sqrt{\pi_i\pi_j}$, unchanged when $i$ and $j$ are exchanged. With orthonormal eigenvectors $U_{jm}$ and eigenvalues $\lambda_m$,

$$S_i(t)=\sum_m\frac{U_{im}}{\sqrt{\pi_i}}
\Big(\sum_j\sqrt{\pi_j}\,U_{jm}\Big)e^{-\lambda_mt}.$$

Draw $u$ uniformly between 0 and 1, solve $S_i(t)=u$, then choose $a$ with probability $f_{ia}(t)/\sum_bf_{ib}(t)$. The first draw has the correct time law because $S_i$ falls monotonically from 1 to 0; the second uses the correct exit law at that time.

Direct simulation of 60 000 hot escapes gave a mean of 14.31 ps, and the sampler gave 14.37 ps. The standard error expected from the computed variance is $14.36\sqrt{1.052}/\sqrt{60000}=0.06$ ps, so both agree with the formula.

## What survives when basins are joined

After an exit, the outside state becomes the entry state of a new basin or an ordinary state. Choose a final state that lies outside every basin treated as $T$; otherwise the defect could reach it during a macro-step without being noticed. Let $G_i$ be the mean time to this state, assumed finite. Counting one macro-step and then the remainder gives

$$G_i=\tau_i+\sum_aB_{ia}G_a,$$

with $G_a=0$ at the final state. Only the mean of the time increment enters. A fixed increment $\tau_i$, an exponential one with mean $\tau_i$, and the full law therefore give the same $G_i$.

The second moment is different. If $W$ is the total time and $W'$ the remainder after the first escape,

$$E[W^2]=E[\mathcal T^2]+2E[\mathcal TW']+E[W'^2].$$

In the true process the middle expectation is $\sum_aB_{ia}E_i[\mathcal T|a]G_a$. Drawing time and exit independently replaces it by $\tau_i\sum_aB_{ia}G_a$. The first term also changes if the wrong law is used: a fixed time gives $\tau_i^2$, an exponential $2\tau_i^2$.

As a second case, join two copies of the hot basin. Exit A leads from state 1 to state 1 of the other copy, exit B from state 3 to state 3 of the other copy, and C is final. The mean time from state 4 can be found by hand. The copies are identical, so ignore which one is occupied. Jumps A and B then change nothing, and what remains is a single ring whose one exit is C from state 4. Write $r_C$ for its rate. The earlier row identity becomes $\sum_i\pi_iM_{ij}=\pi_4r_C\,\delta_{j4}$. The residences from entry 4 satisfy $\sum_i\theta_{4i}M_{ij}=\delta_{4j}$, so $\theta_{4i}=\pi_i/(\pi_4r_C)$. Summing over $i$,

$$G_4=\frac1{\pi_4r_C}=\frac1{0.1590\times1.419\times10^{11}\ \mathrm{s^{-1}}}
=44.3\ \mathrm{ps}.$$

The full eight-state network and the macro-step equation both give 44.32 ps. The true standard deviation is 45.8 ps. Fixed increments give 37.7 ps, about 18% too small relative to the true value; independent exponential increments give 45.5 ps, within 1%.

The distinction also matters for a simulation stopped at a prescribed physical time. How many macro-steps fit before that time depends on their distribution, so matching their means does not guarantee the right occupation probabilities. If a macro-step would cross an observation time, the internal state at that moment must be sampled from $P_{ij}(t)/S_i(t)$, where $t$ is the time since entry. This uses only the fact that the defect is still inside. If the simulation is to continue, discard the exit and exit time already drawn and start a new macro-step from the sampled state. The procedure requires exit times drawn from $S_i$, or from an exponential law in the fast-mixing limit. With fixed increments, observations repeated at intervals shorter than every $\tau_j$ would keep the defect inside forever. For the mean of a quantity $O$ accumulated over a complete stay, the contribution is $\sum_j\theta_{ij}O_j$; assigning the whole stay to the entry state would be wrong.

## Keeping the rare exits in the arithmetic

The scheme is most useful when escape is rare, and there a direct numerical solve can fail. The diagonal $K_i$ adds a tiny escape rate to large internal rates. Once the ratio drops below the relative rounding error, about $10^{-16}$ in double precision, the sum no longer contains the escape rate. The computer is then solving a basin without exits, modified by rounding noise. Accuracy is lost gradually well before that point: the relative error grows roughly as the rounding error divided by this ratio.

For state 4 at 400 K the ratio of exit C to the jump 4→3 is $2.859\times10^7/7.213\times10^{10}=4.0\times10^{-4}$, whose logarithm is $-7.83$. Both rates have the same prefactor, so this logarithm scales as $1/T$. At 60 K it is $-7.83\times400/60=-52.2$, a ratio of about $2\times10^{-23}$, far below rounding.

The cure is to eliminate states while keeping escape rates separate. The residence times, mean exit times and exit probabilities all solve

$$K_ix_i=c_i+\sum_{j\ne i}k_{ij}x_j,\qquad
K_i=\sum_{j\ne i}k_{ij}+w_i,$$

with nonnegative sources: $c_i=1$ for $\tau$, $c_i=r_{ia}$ for exit $a$, and a unit vector for a column of $\theta$. Solve the equation of one state $s$ for $x_s$ and insert it into that of $i$:

$$K_ix_i=c_i+\sum_{j\ne i,s}k_{ij}x_j
+\frac{k_{is}}{K_s}\Big(c_s+k_{si}x_i+\sum_{j\ne i,s}k_{sj}x_j\Big).$$

Moving the $x_i$ term to the left leaves an equation of the same form, with

$$k'_{ij}=k_{ij}+\frac{k_{is}k_{sj}}{K_s},\quad
w'_i=w_i+\frac{k_{is}w_s}{K_s},\quad
c'_i=c_i+\frac{k_{is}c_s}{K_s},$$

and diagonal $K'_i=K_i-k_{is}k_{si}/K_s$. That subtraction is the dangerous operation, but it can be avoided. The outward rates of $s$ other than the one to $i$ add up to $K_s-k_{si}$, so

$$\sum_{j\ne i,s}k'_{ij}+w'_i
=(K_i-k_{is})+\frac{k_{is}}{K_s}(K_s-k_{si})
=K_i-\frac{k_{is}k_{si}}{K_s}=K'_i.$$

Thus $K'_i$ can be recomputed as a sum of nonnegative rates. Eliminate the states one by one, then recover them in reverse order from $x_s=(c_s+\sum_jk_{sj}x_j)/K_s$, where $j$ runs over the states still present when $s$ was eliminated. Every operation is an addition, multiplication or division of nonnegative numbers, so no cancellation amplifies the relative rounding errors.

At 400 K an ordinary dense solve is still adequate, with a relative error of order $10^{-13}$ against high-precision algebra ($5\times10^{-14}$ in the output below; the figure depends on details of rounding). At 60 K its relative error is 1.0, so the answer is useless, while elimination retains an error below $10^{-13}$. The 60 K exit time, about $10^{29}$ s, has no practical meaning; the case isolates the arithmetic failure.

Elimination does not protect the eigenvalue sampler described earlier. When escape is rare, the slowest eigenvalue is of the order of the escape rate, and rounding can destroy it in the same way. If $h\max_jw_j\ll1$, so that escape before mixing is unlikely from every state, the limit derived above offers a replacement: draw an exponential time of mean $\tau_i$ and, independently, an exit from $B_{ia}$. Division by $\sqrt{\pi_i}$ can also amplify eigenvector errors when the defect enters a rarely occupied state, even if the slowest eigenvalue is accurate. If the condition for the replacement fails and rounding affects the sampler, a safe course is to build the matrix and compute its eigenvalues and eigenvectors in higher precision.

## The resulting step

1. When a few states keep recurring, collect them in $T$ and list every rate out of them, internal and external. Keep any state whose first arrival is to be timed outside $T$.
2. Check that each state can reach an exit. Eliminate without subtraction to obtain $\theta$, $\tau$ and $B$.
3. If means suffice, draw the exit from $B_{ia}$ and advance the clock by a time of mean $\tau_i$. If time distributions or time–exit correlations matter, sample $t$ from $S_i$ and then the exit from $f_{ia}(t)$, provided rounding spoils neither the eigenvalues nor the eigenvector sums.
4. Continue from the chosen outside state. If it soon returns to the same basin, enlarging $T$ may save further steps.

A dense solve costs of order $n^3$ operations for $n$ states, compared with $\sum_jN_{ij}$ jumps per escape in direct simulation. The replacement pays when the basin is small and the flicker long. If the barriers or rates change, the matrices must be rebuilt. A missing exit is more serious than an unfortunate choice of $T$: the algebra then gives an accurate answer for the wrong network. The numerical output below gives the rates and the comparisons for both temperatures.

## Values computed for the example and the checks

```
state energies 1-4 (eV): 0.00 0.05 0.02 0.08
saddles 1-2 2-3 3-4 4-1 (eV): 0.20 0.22 0.25 0.30
exit saddles A(1) B(3) C(4) (eV): 0.54 0.50 0.52
prefactor 1.0e+13 1/s; entry state 4
400 K rates 1>2 2>1 2>3 3>2 (1/s): 3.021e+10 1.288e+11 7.213e+10 3.021e+10
400 K rates 3>4 4>3 4>1 1>4 (1/s): 1.265e+10 7.213e+10 1.691e+10 1.660e+09
400 K rates 1>A 3>B 4>C (1/s): 1.571e+06 8.959e+06 2.859e+07
1200 K rates 1>2 2>1 2>3 3>2 (1/s): 1.446e+12 2.344e+12 1.932e+12 1.446e+12
1200 K rates 3>4 4>3 4>1 1>4 (1/s): 1.082e+12 1.932e+12 1.191e+12 5.496e+11
1200 K rates 1>A 3>B 4>C (1/s): 5.396e+10 9.640e+10 1.419e+11
400 K mean jumps per escape: 11891.49
400 K mean exit time, entry 1-4 (ns): 201.5145 201.4975 201.4534 201.4115
400 K residence in 1-4 (ns): 106.4269 24.9507 59.5763 10.4576
400 K Boltzmann weights 1-4: 0.5284 0.1239 0.2958 0.0519
400 K exit probabilities A B C: 0.16724 0.53375 0.29900
400 K time given exit A B C (ns): 201.5244 201.4580 201.2655
400 K squared coefficient of variation: 1.00077
400 K fast-mixing exit time (ns): 201.4511
400 K fast-mixing probabilities A B C: 0.16729 0.53387 0.29885
1200 K mean jumps per escape: 41.43
1200 K mean exit time, entry 1-4 (ps): 14.9136 14.9880 14.5607 14.3628
1200 K residence in 1-4 (ps): 4.8703 3.0072 4.0259 2.4594
1200 K Boltzmann weights 1-4: 0.3446 0.2125 0.2840 0.1590
1200 K exit probabilities A B C: 0.26282 0.38811 0.34907
1200 K time given exit A B C (ps): 15.1426 14.7468 13.3488
1200 K squared coefficient of variation: 1.05196
1200 K fast-mixing exit time (ps): 14.5913
1200 K fast-mixing probabilities A B C: 0.27132 0.39946 0.32922
1200 K visits N, entry 4, to states 1-4: 9.980 12.860 10.562 8.031
1200 K exit probabilities, entry 1: 0.29439 0.38671 0.31890
trajectories in each sampling test: 60000
direct KMC mean time (ps): 14.314
direct KMC mean jumps: 41.29
direct KMC exit fractions A B C: 0.2635 0.3854 0.3511
exact sampler mean time (ps): 14.369
exact sampler exit fractions A B C: 0.2636 0.3862 0.3502
joined basins, full-network mean (ps): 44.3215
joined basins, macro-step mean (ps): 44.3215
joined std: true, fixed tau, exponential (ps): 45.8276 37.6795 45.4598
escape x 0.01: deviations of tau, P(C), CV^2: 1.614e-04 6.213e-04 5.333e-04
escape x 0.001: deviations of tau, P(C), CV^2: 1.615e-05 6.215e-05 5.335e-05
400 K relative error: elimination 1.5e-16, dense 5.0e-14
60 K reference exit time (s): 9.9539e+28
60 K relative error: elimination 4.6e-17, dense 1.0e+00 (nan = singular)
```
